# Bohm Speed for Maxwellian and Druyvesteyn Electrons of Equal Mean Energy

## Problem

A plasma with one species of cold, singly charged positive ion of mass $M$ faces a plane wall. At the sheath edge the electron velocity distribution is isotropic, and the electrons have the energy distribution

$$F(E)\propto\sqrt E\,g(E),\qquad g_M=e^{-E/T},\qquad g_D=e^{-(E/b)^2},$$

where $E$ is the kinetic energy, $T$ is a temperature in energy units, and the labels $M$ and $D$ stand for Maxwellian and Druyvesteyn. The sheath is free of collisions, and nearly all electrons are reflected before they reach the wall.

(a) Show that the lowest speed at which the ions can enter the sheath is given by $Mu_B^2=2/\langle 1/E\rangle$, with the average taken at the sheath edge.

(b) Show that, at equal mean energy at the sheath edge, $u_D/u_M\approx1.17$. Which electrons cause the difference?

(c) For C$_2$H$_2^+$ ions, a mean electron energy of 4.5 eV and an edge density of $10^{10}$ cm$^{-3}$, find the ion current density, the potential drop to a floating wall and the ion power reaching that wall, for both distributions.

(d) What becomes of the ratio if the Druyvesteyn form and the equal mean energy hold in the plasma centre instead of at the sheath edge?

(e) Estimate the effects of warm ions, lost electrons, ion collisions and negative ions. Take an ion temperature of 0.05 eV, a pressure of 10 mTorr, a gas temperature of 300 K and an ion collision cross section of $10^{-14}$ cm$^2$.

## Solution

### (a) The Bohm speed from the inverse-energy average

Let $\Phi\ge0$ be the potential energy of an electron above its value at the sheath edge. It grows towards the wall. A positive ion gains the energy that an electron loses, so an ion entering with speed $u$ has

$$\tfrac12Mv^2=\tfrac12Mu^2+\Phi .$$

The ion flux $n_iv=n_su$ is conserved, where $n_s$ is the common density at the edge. Hence

$$n_i=n_s\left(1+\frac{2\Phi}{Mu^2}\right)^{-1/2},\qquad \left.\frac{dn_i}{d\Phi}\right|_0=-\frac{n_s}{Mu^2}.$$

For the electrons, the phase-space density $f$ is constant along an orbit. An electron with kinetic energy $E$ at a point inside the sheath had, or will have, energy $E+\Phi$ at the edge. Since $f=Cg(E)$ at the edge, $f=Cg(E+\Phi)$ at the inner point. This holds for both directions of motion because the electrons are reflected. With $v=\sqrt{2E/m}$ one has $v^2dv=\sqrt{2E}\,dE/m^{3/2}$, so

$$n_e(\Phi)=4\pi C\int_0^\infty g\,v^2dv=A\int_0^\infty\sqrt E\,g(E+\Phi)\,dE,\qquad A=\frac{4\sqrt2\,\pi C}{m^{3/2}} .$$

The derivative of $g(E+\Phi)$ with respect to $\Phi$ equals that with respect to $E$. Integration by parts then gives

$$\frac{dn_e}{d\Phi}=A\Big[\sqrt E\,g(E+\Phi)\Big]_0^\infty-\frac A2\int_0^\infty\frac{g(E+\Phi)}{\sqrt E}\,dE .$$

The bracket vanishes at both ends. The remaining integral is the density times the average of $1/E$ at the point considered:

$$\frac{dn_e}{d\Phi}=-\frac{n_e}{2}\left\langle\frac1E\right\rangle_\Phi .\tag{1}$$

Poisson's equation for $\Phi$ reads $\Phi''=(e^2/\varepsilon_0)(n_i-n_e)$. Multiply by $\Phi'$ and integrate from the edge, where the field is negligible on the scale of the sheath:

$$\tfrac12\Phi'^2=\frac{e^2}{\varepsilon_0}\int_0^\Phi(n_i-n_e)\,d\Phi_1 .$$

The left side cannot be negative. For small $\Phi$,

$$n_i-n_e\approx n_s\left(\frac12\left\langle\frac1E\right\rangle-\frac1{Mu^2}\right)\Phi ,$$

so the factor in parentheses must not be negative. This means

$$Mu^2\ge W\equiv\frac{2}{\langle1/E\rangle},\qquad u_B=\sqrt{\frac WM}. \tag{2}$$

At equality the linear term vanishes, and it remains to be shown that the marginal speed is allowed. Let $W(\Phi)=2/\langle1/E\rangle_\Phi$. From (1) and the ion density with $Mu^2=W$,

$$\frac{d}{d\Phi}\ln\frac{n_i}{n_e}=\frac1{W(\Phi)}-\frac1{W+2\Phi}. \tag{3}$$

For Maxwellian electrons $g(E+\Phi)=e^{-\Phi/T}g(E)$. The shape does not change, $W(\Phi)=W$, and (3) is positive for $\Phi>0$. For Druyvesteyn electrons

$$g(E+\Phi)=e^{-\Phi^2/b^2}h(E),\qquad h=e^{-E^2/b^2-2E\Phi/b^2},$$

and the first factor cancels in averages. Write $\langle1/E\rangle_\Phi=N/D$ with $N=\int E^{-1/2}h\,dE$ and $D=\int E^{1/2}h\,dE$. Since $\partial h/\partial\Phi=-(2E/b^2)h$, we have $N'=-(2/b^2)D$ and $D'=-(2/b^2)D\langle E\rangle_\Phi$. Therefore

$$\frac{d}{d\Phi}\left\langle\frac1E\right\rangle_\Phi=\frac{N'}D-\frac{ND'}{D^2}=\frac2{b^2}\left(\langle E\rangle_\Phi\left\langle\frac1E\right\rangle_\Phi-1\right)>0 .$$

The sign follows from the Cauchy–Schwarz inequality, $\langle E\rangle\langle1/E\rangle\ge1$. Thus $W(\Phi)$ falls as $\Phi$ rises, (3) is again positive, and $n_i>n_e$ throughout the sheath. The marginal speed is allowed for both shapes.

### (b) The ratio at equal mean energy

For the Maxwellian, $\int_0^\infty E^{p-1}e^{-E/T}dE=T^p\,\Gamma(p)$ gives

$$\langle E\rangle=T\frac{\Gamma(5/2)}{\Gamma(3/2)}=\frac32T,\qquad \left\langle\frac1E\right\rangle=\frac{\Gamma(1/2)}{T\,\Gamma(3/2)}=\frac2T .$$

So $W=T$, the usual cold-ion result, and $\langle E\rangle\langle1/E\rangle=3$.

For the Druyvesteyn form put $t=(E/b)^2$, so that $E=bt^{1/2}$ and $dE=\tfrac b2t^{-1/2}dt$:

$$\int_0^\infty E^{k+1/2}e^{-(E/b)^2}dE=\frac{b^{k+3/2}}2\int_0^\infty t^{k/2-1/4}e^{-t}dt=\frac{b^{k+3/2}}2\,\Gamma\!\left(\frac34+\frac k2\right).$$

Dividing the results for $k=1$ and $k=-1$ by that for $k=0$ gives

$$\langle E\rangle=b\,\frac{\Gamma(5/4)}{\Gamma(3/4)},\qquad \left\langle\frac1E\right\rangle=\frac{\Gamma(1/4)}{b\,\Gamma(3/4)} .$$

With $\Gamma(5/4)=\tfrac14\Gamma(1/4)$, the product is

$$\langle E\rangle\left\langle\frac1E\right\rangle=\frac{\Gamma(1/4)^2}{4\,\Gamma(3/4)^2}=2.188 .$$

By (2), $u_B^2=2\langle E\rangle/(M\langle E\rangle\langle1/E\rangle)$. At equal $\langle E\rangle$ and $M$, the speeds are therefore in the ratio

$$\frac{u_D}{u_M}=\sqrt{\frac{3}{2.188}}=\frac{2\sqrt3\,\Gamma(3/4)}{\Gamma(1/4)}=1.171 .$$

The average of $1/E$ gives most weight to slow electrons. Electrons with energy $E_0$ at the edge have kinetic energy $E_0-\Phi$ further in. By the density integral in (a), their density falls as $\sqrt{1-\Phi/E_0}$, with the initial relative slope $-1/(2E_0)$. Slow electrons therefore largely decide how fast the electron density falls at the edge. The numbers for $\langle E\rangle=4.5$ eV, found by numerical integration of $F$, show this. Electrons below 1 eV make up 11.9 % of the Maxwellian and 7.2 % of the Druyvesteyn distribution. They supply 58.6 % of $\langle1/E\rangle=0.667$ eV$^{-1}$ in the first case and 44.5 % of 0.486 eV$^{-1}$ in the second, that is, 0.391 and 0.216 eV$^{-1}$. Their difference, 0.174 eV$^{-1}$, is nearly the whole difference of 0.180 eV$^{-1}$ between the two averages. The closeness of the match depends on the cut: the partial difference is 0.137 eV$^{-1}$ below 0.5 eV and 0.202 eV$^{-1}$ below 3 eV, and the electrons above 3 eV bring it back to 0.180 eV$^{-1}$. The lack of slow electrons makes the electron density fall more gently, and the ions must enter faster if their density is to fall no more steeply.

The same inequality as in (a) limits how far a change of shape can go. Since $\langle E\rangle\langle1/E\rangle\ge1$, the marginal speed (2) cannot exceed $\sqrt3$ times the Maxwellian value at the same mean energy.

### (c) Particle and power loss to a floating wall

The mean energy fixes $T=\tfrac23(4.5)=3.00$ eV and $b=4.5\,\Gamma(3/4)/\Gamma(5/4)=6.08$ eV. Then $W_M=3.00$ eV and $W_D=2/0.4863=4.11$ eV. The ion mass is 26.0 u, so

$$u_M=\sqrt{\frac{3.00\times1.602\times10^{-19}\ \text J}{26.015\times1.6605\times10^{-27}\ \text{kg}}}=3.34\ \text{km/s},\qquad u_D=3.91\ \text{km/s}.$$

The current densities $en_su_B$ are 0.534 and 0.626 mA/cm$^2$. At fixed edge density the particle loss thus rises by 17 %. The energy $W/2$ with which ions enter the sheath rises by 37 %, from 1.50 to 2.06 eV.

A floating wall draws no net current. Let $V$ be the electron energy needed to cross the sheath. An electron reaches the wall if its energy of motion along the normal exceeds $V$, which means $\cos^2\theta>V/E$. The electron flux is

$$\Gamma_e=2\pi C\int g\,v^3dv\int_{\sqrt{V/E}}^1\mu\,d\mu=\pi C\int g\,v^3\left(1-\frac VE\right)dv .$$

With $v^3dv=2E\,dE/m^2$ and $n_s=A\int\sqrt E\,g\,dE$, this becomes

$$\frac{\Gamma_e}{n_s}=\frac1{2\sqrt{2m}}\;\frac{\int_V^\infty(E-V)\,g(E)\,dE}{\int_0^\infty\sqrt E\,g(E)\,dE}=u_B .$$

For the Maxwellian the numerator is $T^2e^{-V/T}$ and the denominator is $\tfrac12\sqrt\pi\,T^{3/2}$. The condition becomes $\sqrt{T/2\pi m}\,e^{-V/T}=\sqrt{T/M}$, so

$$V_M=\frac T2\ln\frac{M}{2\pi m}=13.4\ \text{eV}.$$

For the Druyvesteyn form a numerical root search gives $V_D=9.4$ eV. The drop is smaller mainly because there are fewer fast electrons to hold back: 1.1 % lie above 12 eV, against 4.6 % for the Maxwellian.

Ions strike the wall with energy $W/2+V$, which is 14.9 eV for the Maxwellian and 11.4 eV for the Druyvesteyn form. The ion power per area is the current density times this energy per charge:

$$P_M=0.534\times14.9=8.0\ \text{mW/cm}^2,\qquad P_D=0.626\times11.4=7.1\ \text{mW/cm}^2 .$$

The Druyvesteyn plasma loses more ions but delivers about 10 % less kinetic ion power to a floating wall, because the lower sheath drop outweighs the larger flux. The energy released when the ions are neutralized at the wall is not included. If it is counted as the ionization energy of acetylene, about 11.4 eV per ion, the two sums become nearly equal, 14.1 and 14.3 mW/cm$^2$. The electrons that reach the wall also bring kinetic energy, on average 6.0 eV ($2T$) for the Maxwellian and 2.8 eV for the Druyvesteyn form. With this third term the totals are 17.3 and 16.0 mW/cm$^2$, so the Druyvesteyn value is again the lower, by about 7 %. The comparison holds edge density and mean energy fixed. A discharge would not keep both: with fewer electrons fast enough to ionize and a faster ion loss, the mean energy is expected to rise until production and loss balance again.

### (d) Equal mean energy in the plasma centre

Suppose that the Druyvesteyn form with $\langle E\rangle=4.5$ eV holds in the centre, and that electrons move from there to the sheath edge without collisions. They climb a presheath drop $\Phi_s$, and their distribution at the edge is governed by $g_D(E+\Phi_s)$. Cold ions that start at rest in the centre arrive with $\tfrac12Mu^2=\Phi_s$. The marginal condition is therefore

$$\Phi_s=\tfrac12W(\Phi_s),$$

with $W(\Phi)$ from part (a). The left side rises with $\Phi_s$ and the right side falls, so there is one solution. Found numerically, it is $\Phi_s=1.67$ eV, with $W=3.33$ eV. A Maxwellian keeps its shape and its mean energy on the way, so its value remains $W=3.00$ eV. The ratio is now

$$\sqrt{3.33/3.00}=1.05 .$$

Most of the 17 % has gone, for two reasons. The mean energy of the Druyvesteyn electrons has dropped to 3.88 eV at the edge, and their shape has changed. Against a Maxwellian with that same edge mean, the displaced shape gives a ratio of 1.13. In front of a plane wall, ions must also be born on the way if the presheath is to stay neutral. These ions, and friction, make a larger presheath drop necessary, and $W$ becomes still smaller. The ratio 1.05 is therefore an upper estimate. The value 1.17 belongs to a Druyvesteyn form that exists at the sheath edge itself, for instance because collisions and heating renew it locally.

### (e) Effects left out

**Warm ions.** Let the ion velocities at the edge fill the band from $u-\delta$ to $u+\delta$ uniformly. Flux conservation for each velocity gives

$$n_i=\frac{n_s}{2\delta}\left[\sqrt{(u+\delta)^2+\frac{2\Phi}M}-\sqrt{(u-\delta)^2+\frac{2\Phi}M}\,\right].$$

Its slope at $\Phi=0$ is

$$\frac{n_s}{2\delta M}\left(\frac1{u+\delta}-\frac1{u-\delta}\right)=-\frac{n_s}{M(u^2-\delta^2)} .$$

The marginal condition is $M(u^2-\delta^2)=W$. The ion temperature along the normal is $T_i=M\delta^2/3$, so $Mu^2=W+3T_i$. With $T_i=0.05$ eV the Maxwellian Bohm speed rises by 2.5 %, and the ratio becomes $\sqrt{4.26/3.15}=1.16$.

**Lost electrons.** Electrons with normal energy above $V$ do not return from the wall. Taking them out of the electron density and differentiating it numerically at the edge lowers the Bohm speed by about 0.1 % in both cases.

**Ion collisions.** The gas density $p/k_BT_g$ and the given cross section yield an ion mean free path of 3.1 mm. The Debye length $\sqrt{\varepsilon_0W/(e^2n_s)}$ is 0.13 mm in the Maxwellian case. Their ratio is 0.04. To see what it means, let a force $F$ towards the wall and a friction force $Mv^2/\lambda_i$ act on the ions, where $\lambda_i$ is the mean free path. With $n_iv$ constant, $d\ln n_i/dx=-F/(Mv^2)+1/\lambda_i$, while $d\ln n_e/dx=-F/W$. Equal slopes require $Mv^2=W/(1+W/(F\lambda_i))$. The force at the edge must be well below $W$ divided by the Debye length, because at that value the charge densities already differ strongly. With a tenth of it as a rough value, this condition gives a speed about 16 % lower for the Maxwellian and 18 % lower for the Druyvesteyn form. These figures show only the size of the effect. Space charge already makes the two slopes unequal at such a force, which weakens the reduction, and the result depends on where the edge is placed. The effect is still not negligible. The sheath is several Debye lengths thick, so the chance of a collision on the way to the wall is larger than 0.04, and the ion currents and the ion energies at the wall in (c) are upper estimates in this respect.

**Negative ions.** If they are in equilibrium at 0.05 eV and must climb the presheath drop of at least $W/2=1.5$ eV, their density at the edge is reduced by $e^{-30}\approx10^{-13}$. They then have no influence on (2). The estimate presupposes that the electrons set the presheath drop. It fails if the negative ions clearly outnumber the electrons in the plasma, because the density of negative charge then falls steeply after a drop of the order of 0.05 eV, and the positive ions can meet the marginal condition there. It also fails if the negative ions are much hotter.

**The real plasma.** The parameters are rough values for low-pressure acetylene plasmas that deposit hydrogenated carbon films. The Druyvesteyn form follows for electrons heated by a steady field that collide elastically with a cold gas at a constant cross section. Acetylene also takes energy from electrons through vibrational and electronic excitation, so the form is a trial shape here. Heavier ions occur as well: for C$_4$H$_2^+$, of about 50 u, both speeds would be lower by the factor $\sqrt{26/50}=0.72$, with the same ratio. On an electrode biased so that the sheath drop is 100 V for both distributions, the ion energy in a collision-free sheath is set mainly by the bias. At fixed edge density the ion power would then rise instead of falling, by the factor $1.171\times102.06/101.50=1.18$. The thickness of such a sheath depends on where its edge is placed. At the density used here it is about 2.5 mm if the ions start at $u_B$ under a force of a tenth of $W$ divided by the Debye length, while the Child law gives about 1.4 mm. Both are comparable with the ion mean free path of 3.1 mm, so collisions would lower the ion energy at the electrode considerably for both distributions.

Numerical values quoted here were computed with a short program.
